# The Adiabatic Barrier for Symmetric Small-Polaron Hopping Between Two Sites

An excess electron in a polar oxide can distort the lattice around one cation and become trapped in its own distortion. When it is warm enough, the electron moves by thermally activated hopping, and the rate depends exponentially on the barrier of the hop. This problem derives the barrier from a two-state model, then asks how the parameters should be read from a calculation and what the model leaves out.

**The model.** Two equivalent sites, a and b, each carry one localized (diabatic) electronic state. The states are orthogonal. The nuclei have coordinates \(q_i\) with force constants \(k_i>0\), the same in both states, and the diabatic energies are

\[
E_a=\tfrac12\sum_i k_i(q_i+d_i)^2,\qquad E_b=\tfrac12\sum_i k_i(q_i-d_i)^2 .
\]

The two minima have equal energy, which is the zero of energy. The electronic matrix element between the states is \(-V\), with \(V>0\) independent of the \(q_i\). Its sign is a convention, since reversing the sign of one basis state reverses it. The nuclei are classical and move on the lower adiabatic surface. The algebra uses atomic units, so \(\hbar=e=1\), and \(kT\) is the thermal energy.

The reorganization energy \(L\) is the energy of state a at the minimum of state b:

\[
L=E_a(q=d)=\tfrac12\sum_i k_i(2d_i)^2=2\sum_i k_id_i^2 .
\]

## (a) Find the lower adiabatic surface in terms of \(L\), \(V\) and the coordinates.

**Solution.** A symmetric 2×2 matrix with diagonal elements \(E_a,E_b\) and off-diagonal element \(-V\) has eigenvalues

\[
E_\pm=\frac{E_a+E_b}{2}\pm\sqrt{\Big(\frac{E_a-E_b}{2}\Big)^2+V^2}.
\]

In the mean the cross terms \(\pm k_iq_id_i\) cancel. In the half-difference only they survive:

\[
\frac{E_a+E_b}{2}=\tfrac12\sum_i k_iq_i^2+\tfrac12\sum_i k_id_i^2=\tfrac12\sum_i k_iq_i^2+\frac L4,
\qquad
\frac{E_a-E_b}{2}=\sum_i k_id_iq_i\equiv g .
\]

The lower surface is therefore

\[
E=\tfrac12\sum_i k_iq_i^2+\frac L4-R,\qquad R=\sqrt{g^2+V^2}.
\]

The gap between the two surfaces is \(2R\).

## (b) Find every stationary point and determine its character.

**Solution.** Since \(\partial g/\partial q_i=k_id_i\), we have \(\partial R/\partial q_i=g\,k_id_i/R\). Setting the gradient of \(E\) to zero gives

\[
k_iq_i-\frac gR\,k_id_i=0\quad\Rightarrow\quad q_i=s\,d_i,\qquad s=\frac gR .
\]

Every stationary point thus lies on the straight line through the two diabatic minima. On that line \(g=s\sum_i k_id_i^2=sL/2\), and the condition \(s=g/R\) becomes \(s=sL/(2R)\). Either \(s=0\), or \(R=L/2\). The second case means

\[
\frac{s^2L^2}{4}+V^2=\frac{L^2}{4}\quad\Rightarrow\quad s=\pm s_0,\qquad s_0=\sqrt{1-\frac{4V^2}{L^2}},
\]

which gives two further points when \(V<L/2\).

For their character we need the second derivatives. Differentiating \(g/R\) gives \((1/R-g^2/R^3)\,k_jd_j=(V^2/R^3)\,k_jd_j\), so

\[
\frac{\partial^2E}{\partial q_i\partial q_j}=k_i\delta_{ij}-\frac{V^2}{R^3}\,k_id_i\,k_jd_j .
\]

Write a displacement as \(v_i=\alpha d_i+w_i\), with \(\sum_i k_id_iw_i=0\). Then \(\sum_i k_iv_i^2=\alpha^2L/2+\sum_i k_iw_i^2\) and \(\sum_i k_id_iv_i=\alpha L/2\). The quadratic form of the second derivatives is

\[
\sum_i k_iw_i^2+\alpha^2\,\frac L2\Big(1-\frac{V^2L}{2R^3}\Big).
\]

The transverse part is always positive. The bracket decides the rest:

- At \(s=0\), \(R=V\) and the bracket is \(1-L/(2V)\). For \(V<L/2\) it is negative, so this point is a saddle with one unstable direction.
- At \(s=\pm s_0\), \(R=L/2\) and the bracket is \(1-4V^2/L^2>0\). These points are minima.

For \(V\ge L/2\) only \(s=0\) remains. Because \(E\) grows without limit at large distortion, it must have a minimum, and this single stationary point is it. The electron is then shared equally between the sites and there is no hop to activate.

## (c) For \(V<L/2\), find the barrier and show that no path between the wells has a lower one. Compare it with \(L/4-V\).

**Solution.** At the saddle all \(q_i=0\) and \(R=V\), so \(E_{\rm saddle}=L/4-V\). At a minimum \(\tfrac12\sum_i k_iq_i^2=s_0^2L/4\) and \(R=L/2\), so

\[
E_{\rm min}=\frac L4(1+s_0^2)-\frac L2=\frac L4\Big(2-\frac{4V^2}{L^2}\Big)-\frac L2=-\frac{V^2}{L}.
\]

The barrier is the difference:

\[
\Delta=\frac L4-V+\frac{V^2}{L}=\frac{L^2-4LV+4V^2}{4L}=\frac{(L-2V)^2}{4L},\qquad 0<V<\frac L2 .
\]

The two wells have opposite signs of \(g\), so every continuous path between them crosses \(g=0\). There \(E=\tfrac12\sum_i k_iq_i^2+L/4-V\), which is at least \(L/4-V\), with equality at \(q=0\). No path has a lower top.

The expression \(L/4-V\) is the saddle height measured from the diabatic minimum. The system does not start there: mixing with the other state, which lies near \(L\) above it, has already lowered the well by \(V^2/L\). For \(V\ll L\) this term is of second order and \(L/4-V\) is the first-order barrier. In the opposite limit, put \(V=L/2-\delta\). Then \(\Delta=\delta^2/L\), which goes smoothly to zero, while \(L/4-V\) goes to \(-L/4\). It is already zero at \(V=L/4\), where the true barrier is \(L/16\). Beyond \(V=L/2\) the squared formula rises again, but it has lost its meaning because the second well is gone.

Take \(L=1.2\) eV and \(V=0.2\) eV. The well lies at \(-0.04/1.2=-0.0333\) eV and the saddle at \(0.3-0.2=0.1000\) eV, so

\[
\Delta=\frac{(1.2-0.4)^2}{4.8}=0.1333\ \text{eV}.
\]

A numerical search on the lower eigenvalue of the 2×2 matrix gives the same value. At \(V=0.3\) eV and the same \(L\), the search gives 0.0750 eV where \(L/4-V\) gives zero.

The many-mode claim was tested with three modes, with force constants 1.0, 2.5 and 0.6 and displacements 0.4, −0.3 and 0.5 in consistent units. These give \(L=1.07\) eV. With \(V=0.20\) eV, a search over all three coordinates found a barrier of 0.10488 eV, equal to the formula to the digits shown.

## (d) Which quantities at the relaxed geometries give \(L\) and \(V\)?

**Solution.** The gap \(2R\) answers this. At a minimum \(R=L/2\), so the vertical excitation energy is \(G_{\rm w}=L\), whatever the coupling. At the saddle it is \(G_{\rm s}=2V\). Hence

\[
\Delta=\frac{(G_{\rm w}-G_{\rm s})^2}{4G_{\rm w}} .
\]

In the example the gaps are 1.2 and 0.4 eV. The relation needs true excitation energies between the two states of the model. Differences of Kohn–Sham eigenvalues are an approximation to them. The relation holds for two sites only. In a crystal the lowest excitation from the well goes into extended states and is smaller than \(L\). On the 22-site chain of part (f) the lowest gaps are about 0.81 and 0.33 eV, and inserting them would give 0.07 eV where the chain's barrier is 0.115 eV.

A different procedure constrains the electron to one site and compares its energy at the two relaxed adiabatic geometries. Let \(x=(1+s)/2\) run along the line \(q_i=sd_i\). Then

\[
E_a=\tfrac12(1+s)^2\sum_i k_id_i^2=\frac L4(1+s)^2=Lx^2,\qquad E_b=L(1-x)^2 .
\]

The wells lie at \(x_1=(1-s_0)/2\) and \(x_2=(1+s_0)/2\), with \(x_1+x_2=1\). The constrained energy difference is

\[
L(x_2^2-x_1^2)=L(x_2-x_1)=L\,s_0 .
\]

This is smaller than \(L\), because the relaxed adiabatic geometries are closer together than the diabatic minima. Here \(x_1=0.0286\), \(x_2=0.9714\), and the difference is 1.131 eV. Inserting it as \(L\) would give a barrier of 0.118 eV instead of 0.133 eV.

## (e) Let all modes have the diabatic frequency \(\omega_0\). Find the classical hopping rate and the mobility on a chain of spacing \(a\).

**Solution.** With equal frequencies the transverse modes keep the frequency \(\omega_0\) at both well and saddle, so their contributions cancel. There remains motion along \(x\), with an effective mass \(M\) fixed by the diabatic curvature, \(M\omega_0^2=2L\).

By part (b), the second derivative along \(s\) in the well is \((L/2)s_0^2\). Because \(ds/dx=2\), it is \(2Ls_0^2\) along \(x\). The well frequency is therefore \(\omega_{\rm w}=\omega_0s_0\). At the top the same step gives \(2L(1-L/2V)\), hence a barrier frequency \(\omega_{\rm b}=\omega_0\sqrt{L/(2V)-1}\).

Assume thermal equilibrium in the well and that each crossing of the top completes a hop. The mean forward velocity, counting backward motion as zero, is \(\sqrt{kT/(2\pi M)}\). Multiplying it by the probability density at the top gives

\[
\kappa=\sqrt{\frac{kT}{2\pi M}}\;\frac{e^{-E_{\rm saddle}/kT}}{\int_{\rm well}e^{-E/kT}dx}
\simeq\sqrt{\frac{kT}{2\pi M}}\sqrt{\frac{M\omega_{\rm w}^2}{2\pi kT}}\;e^{-\Delta/kT}
=\frac{\omega_0s_0}{2\pi}\,e^{-\Delta/kT},
\]

where the integral was done in the harmonic approximation.

On a chain the carrier hops left and right, each at rate \(\kappa\), so its mean-square displacement grows as \(2\kappa a^2t\). Comparison with \(2Dt\) gives \(D=\kappa a^2\). For a dilute, nondegenerate population the Einstein relation gives the mobility \(\mu=D/kT\).

Take \(\omega_0=0.10\) eV, \(a=3.0\) angstrom and 400 K, where \(kT=0.03447\) eV. With \(s_0=0.943\) the attempt frequency is \(2.28\times10^{13}\) per second, and

\[
\kappa=2.28\times10^{13}\,e^{-0.1333/0.03447}\approx4.8\times10^{11}\ \text{s}^{-1}.
\]

Then \(D=(3.0\times10^{-8}\,\text{cm})^2\kappa\approx4.3\times10^{-4}\) cm²/s and \(\mu\approx0.012\) cm²/Vs. Using \(L/4-V\) with the same prefactor would multiply the rate by \(e^{0.0333/0.03447}=2.6\). Doing the classical well integral in full instead changes the rate by only −2%.

## (f) How large are the effects left out, for these numbers?

**Solution.** *Further neighbours.* Give each site its own distortion \(y_i\), with energy \(\tfrac12Ky_i^2-\gamma y_ic_i^2\), where \(c_i\) is the electronic amplitude. Minimizing over \(y_i\) gives \(y_i=\gamma c_i^2/K\) and energy \(-\gamma^2c_i^4/(2K)\). Moving a localized electron to an undistorted site, with the distortions frozen, raises the energy from \(-\gamma^2/(2K)\) to \(+\gamma^2/(2K)\), so \(L=\gamma^2/K\). For two sites

\[
E=-2Vc_1c_2-\frac L2(c_1^4+c_2^4)=-VS-\frac L2+\frac{LS^2}{4},\qquad S=2c_1c_2,
\]

because \(c_1^4+c_2^4=1-S^2/2\). The minimum, at \(S=2V/L\), is \(-L/2-V^2/L\). The equally shared state, \(S=1\), has \(-L/4-V\). Their difference is again \(\Delta\), by a route that never draws the surfaces.

The same functional on a 22-site chain gives 0.115 eV, and going from 12 to 22 sites moves this by less than \(10^{-6}\) eV. Second-order perturbation theory explains the reduction:

- The localized state gains a second neighbour, which lowers it by a further \(V^2/L=0.033\) eV.
- The shared state has orbital energy \(-L/2-V\) and couples to each of two outer sites with strength \(V/\sqrt2\). This lowers it by \(V^2/(L/2+V)=0.050\) eV.

The saddle gains 0.017 eV more than the well, close to the computed reduction of 0.018 eV. The squared formula is thus exact for two sites, not for a crystal.

*Quantum nuclei.* The two lowest levels form a tunnelling pair at 0.044 and 0.047 eV above the well bottom. Their mean, 0.046 eV, is a third of the barrier. For a parabolic top, transmission at energy \(E\) below it falls roughly as \(e^{-2\pi(E_{\rm saddle}-E)/\omega_{\rm b}}\), while the thermal weight grows downward as \(e^{(E_{\rm saddle}-E)/kT}\). Deep tunnelling takes over when \(kT<\omega_{\rm b}/2\pi\), here below about 261 K. A semiclassical estimate, with barrier transmission averaged over thermal energies from the lowest level upward, multiplies the classical rate by about 2.1 at 400 K and 3.8 at 300 K. This estimate is somewhat low: a full quantum treatment of the motion along \(x\) on the lower surface gives about 2.6 and 5.1. As in part (e), these figures count each first passage as a hop and assume the surroundings then carry off the energy; undamped motion along \(x\) alone would pass back and forth. At these temperatures the effect on the rate is comparable in size to that of the term \(V^2/L\).

*Leaving the lower surface.* The Landau–Zener law, taken here as a known result, gives the probability of staying in the diabatic state as \(\exp(-2\pi V^2/|\dot\varepsilon|)\), where \(\varepsilon=E_a-E_b=L(2x-1)\). At the mean thermal speed \(\omega_0\sqrt{kT/(\pi L)}\) the exponent is

\[
\frac{2\pi V^2}{2L\,\omega_0\sqrt{kT/(\pi L)}}=\frac{\pi^{3/2}V^2}{\omega_0\sqrt{L\,kT}}=10.95,
\]

so the law would give a probability of about \(2\times10^{-5}\) at that speed. This number does not measure the error of the adiabatic assumption. The law supposes that the nuclei have energy to spare on either surface, but here the upper surface lies \(2V=0.4\) eV above the saddle, and only a fraction \(e^{-2V/kT}\approx10^{-5}\) of the crossings carry that much kinetic energy. Real transitions to the upper surface are therefore rare.

A larger effect comes from the quantum motion of the nuclei. The lower electronic state changes quickly with \(x\) near the top: its mixing angle \(\theta\) turns at the rate \(|d\theta/dx|=L/(2V)\). This adds to the saddle the energy

\[
\frac{1}{2M}\Big(\frac{d\theta}{dx}\Big)^2=\frac{L\,\omega_0^2}{16V^2}=0.019\ \text{eV}.
\]

Treated as a classical increase of the barrier, it would multiply the rate by \(e^{-0.0188/0.03447}\approx0.58\). This overstates the effect. In a quantum treatment of the motion along \(x\), the same term, included at every \(x\), lowers the rate by about 25% at 400 K. Including the upper state as well brings the reduction to about 30%. The lower surface is thus a good picture of the hop, but not one of percent accuracy.

*Field and variable coupling.* A field of 1 MV/cm lowers the final site by 0.030 eV and the forward barrier to 0.1195 eV. The change is nearly half of 0.030 eV because the electron is about half transferred at the top. If instead the coupling is 20% weaker at the diabatic minima and unchanged at the saddle, the well is lowered less and the barrier is 0.123 eV.

**The real case.** The parameters are rough values in the regime of electron polarons in rutile titanium dioxide, an oxide used in resistive memories. Calculated values of \(L\) and \(V\) depend on the functional and on the hopping direction. The model's mobility of 0.012 cm²/Vs at 400 K rests on these rough values and leaves out the effects sized above, so it is not a prediction for the material. Memory devices also break the assumption of equivalent sites, because defects bind carriers. Suppose one site is a trap 0.1 eV deep, an illustrative depth, with \(L\) and \(V\) unchanged. The barrier for the first hop out rises from 0.133 to 0.184 eV, which slows that hop by a factor of about 4.3 at 400 K. The barrier for falling back is only 0.090 eV. The loss of mobility therefore depends on how many traps there are as well as on their depth. The numerical output lists the parameters and results of the worked example.

## Computed values

```
reorganization energy L: 1.20 eV
coupling V: 0.20 eV
phonon energy: 0.10 eV
hop length: 3.0 angstrom
temperature: 400 K, kT: 0.03447 eV
well positions x: 0.0286 and 0.9714
well energy: -0.0333 eV
saddle energy: 0.1000 eV
barrier, numerical search: 0.1333 eV
barrier, exact formula: 0.1333 eV
L/4 - V: 0.1000 eV
missing term V^2/L: 0.0333 eV
rate overestimate by L/4 - V: 2.63
vertical gap at well: 1.2000 eV
vertical gap at saddle: 0.4000 eV
diabatic difference, relaxed geometries: 1.1314 eV
barrier if that is used as L: 0.1182 eV
scan at the same L: V, search, formula, L/4-V (eV)
  0.05 0.2521 0.2521 0.2500
  0.10 0.2083 0.2083 0.2000
  0.20 0.1333 0.1333 0.1000
  0.30 0.0750 0.0750 0.0000
  0.40 0.0333 0.0333 -0.1000
  0.50 0.0083 0.0083 -0.2000
three-mode test: L 1.0700 eV, V 0.20 eV
three-mode barrier, search: 0.10488 eV
three-mode barrier, formula: 0.10488 eV
well frequency / diabatic frequency: 0.9428
barrier frequency / diabatic frequency: 1.4142
attempt frequency: 2.280e+13 1/s
hopping rate to one neighbour: 4.764e+11 1/s
diffusion coefficient: 4.287e-04 cm2/s
mobility: 0.0124 cm2/Vs
classical anharmonic rate factor: 0.9797
zero-point level above well: 0.0457 eV
tunnelling crossover temperature: 261 K
quantum rate factor at 400 K: 2.12
quantum rate factor at 300 K: 3.76
Landau-Zener exponent: 10.95
nonadiabatic probability per pass: 1.8e-05
field: 1.0 MV/cm, energy per hop: 0.030 eV
barrier along the field force: 0.1195 eV
coupling reduction at diabatic minima: 20 %
barrier with that reduction: 0.1225 eV
barrier in a 22-site chain: 0.1149 eV
shift from 12 to 22 sites: -8.5e-08 eV
```
